# Why a Single Trap Level Can Give Nonexponential Capacitance Transients

## Result

A reverse-biased junction contains one kind of trap with one energy level. After a filling pulse the traps emit their carriers and the capacitance relaxes. If the emission rate $e$ depends on the local electric field $F$, and the trap density $N_T$ is much smaller than the doping $N_A$, the transient divided by its initial value is

$$S(t)=\frac{\int_{x_1}^{x_2}x\,e^{-e(F(x))\,t}\,dx}{\int_{x_1}^{x_2}x\,dx}. \tag{1}$$

Here $x$ is the distance from the junction, and $x_1<x<x_2$ is the window in which traps are filled by the pulse and emptied afterwards. Each trap decays exponentially, but traps at different depths have different rates. The logarithmic decay rate $r=-d\ln S/dt$ obeys

$$r(t)=\langle e\rangle_t,\qquad \frac{dr}{dt}=-\mathrm{Var}_t(e), \tag{2}$$

where mean and variance are taken over the traps still filled, weighted by $x$. Equation (1) takes the window edges as sharp and neglects recapture; within it, the transient is exponential if and only if $e$ is the same throughout the window. Two ingredients are therefore needed together: a rate that depends on field, and a field that varies across the window.

## The junction and its field

Take an n⁺p junction with uniform acceptor doping $N_A$ on the p side and nearly all of the depletion region there. The trap is an acceptor: neutral when it holds a hole, negative after emitting it. The depletion edge is treated as sharp, at $x=W$. Let $F$ be the field magnitude. With the small trap charge left out, the charge density is $-qN_A$ and

$$\frac{dF}{dx}=-\frac{qN_A}{\varepsilon},\qquad F(W)=0
\quad\Rightarrow\quad F(x)=\frac{qN_A}{\varepsilon}(W-x). \tag{3}$$

Integrating over the depletion region gives the total potential drop $V$, the built-in voltage plus the reverse bias:

$$V=\int_0^W F\,dx=\frac{qN_AW^2}{2\varepsilon},\qquad W=\sqrt{\frac{2\varepsilon V}{qN_A}}. \tag{4}$$

The window does not reach $W$. Measure the trap level $E_T$ and the Fermi level $E_F$ upwards from the valence band in the neutral material. There $E_T>E_F$, so the traps hold holes. At a distance $d$ inside the depletion edge the bands have bent down by $q^2N_Ad^2/2\varepsilon$. The trap level crosses the Fermi level when this equals $E_T-E_F$, at

$$d=\lambda=\sqrt{\frac{2\varepsilon(E_T-E_F)}{q^2N_A}}. \tag{5}$$

Traps closer to the edge than $\lambda$ keep their holes. If the depletion width is $W_P$ during the pulse and $W$ afterwards, then

$$x_1=W_P-\lambda,\qquad x_2=W-\lambda. \tag{6}$$

The lowest field in the window is thus $qN_A\lambda/\varepsilon$, not zero.

**Numbers.** The example is the shallower acceptor level of substitutional zinc in silicon at 150 K, where $kT=12.93$ meV. Rough typical inputs are $E_T=0.30$ eV, a hole capture cross-section $\sigma=10^{-15}$ cm² and a hole mass of $0.8\,m_0$ for the density of states. The doping is $10^{15}$ cm⁻³, the relative permittivity 11.7, the built-in voltage 1.0 V and the reverse bias 10 V; the pulse brings the bias to zero.

The valence-band density of states is $N_v=2(m_hkT/2\pi\hbar^2)^{3/2}=6.35\times10^{18}$ cm⁻³. With $p\simeq N_A$ in the neutral region, $E_F=kT\ln(N_v/N_A)=0.113$ eV. Equations (4) to (6), with $V=11$ V after the pulse and 1 V during it, give:

- $W=3772$ nm, $W_P=1137$ nm and $\lambda=492$ nm;
- $x_1=646$ nm and $x_2=3280$ nm;
- $F=0.0583$ MV/cm at the junction, 0.0483 at $x_1$ and 0.0076 at $x_2$.

The field changes by a factor of about six across the window.

## Contribution 1: the field changes the rate

At zero field the rate follows from detailed balance. An empty trap captures holes at the rate $\sigma vp$, where $v$ is the mean thermal speed and $p=N_ve^{-E_F/kT}$. Let $f$ be the equilibrium probability that the trap holds a hole. With equal degeneracies of the two charge states, $f/(1-f)=e^{(E_T-E_F)/kT}$. Balance requires $fe_0=(1-f)\sigma vp$, hence

$$e_0=\sigma v N_v e^{-E_T/kT}. \tag{7}$$

With $v=\sqrt{8kT/\pi m_h}=8.51\times10^6$ cm/s this gives $e_0=4.5$ s⁻¹.

When the hole leaves, the zinc centre is negative and attracts it. This is why the charge state matters: a centre left neutral would have no Coulomb barrier for the field to lower. Along a ray at angle $\theta$ to the electric force on the hole, its potential energy is

$$U(r)=-\frac{q^2}{4\pi\varepsilon r}-qFr\cos\theta .$$

For $\cos\theta>0$ there is a maximum where $dU/dr=q^2/(4\pi\varepsilon r^2)-qF\cos\theta=0$, that is at $r_m^2=q/(4\pi\varepsilon F\cos\theta)$. There the two terms of $U$ are equal, so

$$U(r_m)=-2qFr_m\cos\theta=-\Delta\sqrt{\cos\theta},\qquad
\Delta=\sqrt{\frac{q^3F}{\pi\varepsilon}}. \tag{8}$$

The barrier falls by $\Delta\sqrt{\cos\theta}$ and the rate in that direction grows by $\exp(\gamma\sqrt{\cos\theta})$, with $\gamma=\Delta/kT$. This is Poole–Frenkel emission in three dimensions. For the backward hemisphere I assume an unchanged rate. The fraction of solid angle in $d(\cos\theta)$ is $\tfrac12d(\cos\theta)$. Substituting $\cos\theta=s^2$ and integrating by parts,

$$\frac{e}{e_0}=\frac12+\int_0^1 s\,e^{\gamma s}ds
=\frac12+\frac{1+(\gamma-1)e^{\gamma}}{\gamma^2}. \tag{9}$$

The integral shows that $e$ rises steadily with $\gamma$, hence with $F$. For $\gamma\ll1$, expanding $e^{\gamma s}\simeq1+\gamma s$ gives $e/e_0\simeq1+\gamma/3$: the first correction grows as $\sqrt F$.

| Place | $\Delta$ (meV) | $\gamma$ | $e/e_0$ | $e$ (s⁻¹) |
|---|---|---|---|---|
| $x_1$ | 48.8 | 3.77 | 9.05 | 40.7 |
| $x_2$ | 19.3 | 1.50 | 1.94 | 8.7 |

The barrier moves by only 30 meV between the two ends, but this is more than $2kT$, and the rates differ by a factor of 4.7.

Equation (9) by itself does not bend the transient. In a uniform field every trap would have the same $e$, and the sum of identical exponentials is an exponential, merely faster than at zero field.

## Contribution 2: depth sets the weight

The capacitance does not count all holes equally. Let $h(x,t)$ be the density of trapped holes in the window. The density of negative charge is $n=N_A+N_T-h$ for $x<x_2$, with $h=0$ below $x_1$, and $n=N_A$ beyond $x_2$, where the traps are neutral. Integration by parts gives

$$V=\int_0^WF\,dx=\big[xF\big]_0^W-\int_0^Wx\frac{dF}{dx}dx
=\frac q\varepsilon\int_0^Wx\,n\,dx .$$

The boundary term vanishes because $x=0$ at one end and $F=0$ at the other. Let $W_\infty$ be the width after complete emission. Since the bias is constant, the integral is the same with and without the trapped holes:

$$\frac{N_A}{2}\left(W^2-W_\infty^2\right)=\int_{x_1}^{x_2}x\,h\,dx. \tag{10}$$

For $N_T\ll N_A$ the left side is $N_AW\,\delta W$. At the measuring frequency the traps do not respond, so the capacitance per area is $C=\varepsilon/W$ and

$$\frac{\delta C}{C}=-\frac{\delta W}{W}=-\frac{1}{N_AW^2}\int_{x_1}^{x_2}x\,h\,dx. \tag{11}$$

Trapped holes lower $C$, and it rises as they leave. A hole far from the junction counts more, since charge there has a longer lever arm in the potential. At $t=0$, $h=N_T$ and $\delta C/C=-N_T(x_2^2-x_1^2)/(2N_AW^2)$. For $N_T/N_A=10^{-3}$ this is $-3.6\times10^{-4}$.

Equation (3) also gives the weight in terms of field. Since $x\propto F_0-F$, with $F_0$ the junction field, and $|dx|\propto dF$, the weight per unit field is proportional to $F_0-F$. The signal thus favours the low-field, slow traps. This pulls the initial decay rate computed below, 18.6 s⁻¹, under the plain average of $e$ over the window.

Nor does this contribution bend the transient alone. If $e$ did not depend on field, $e^{-et}$ would come out of the integral in (1) and the weights would cancel.

## Both together

Recapture of holes inside the window is neglected, so $dh/dt=-e(F(x))\,h$. To leading order in $N_T/N_A$ the field at each trap is constant in time, and $h=N_Te^{-et}$. Inserting this in (11) and dividing by the value at $t=0$ gives (1).

To obtain (2), define the average of any quantity $g$ over the surviving holes,

$$\langle g\rangle_t=\frac{\int x\,g\,e^{-et}dx}{\int x\,e^{-et}dx}.$$

Each time derivative of $S$ brings down a factor $-e$, so $S'/S=-\langle e\rangle_t$ and $S''/S=\langle e^2\rangle_t$. Therefore

$$r=-\frac{S'}{S}=\langle e\rangle_t,\qquad
\frac{dr}{dt}=-\frac{S''}{S}+\left(\frac{S'}{S}\right)^2
=-\langle e^2\rangle_t+\langle e\rangle_t^2=-\mathrm{Var}_t(e).$$

A variance is never negative, so $r$ cannot rise. It is zero only if $e$ is uniform over the window, which proves the "if and only if". Physically, the high-field traps empty first and leave a population that is slower on average.

Evaluating the integrals by Gauss–Legendre quadrature gives an initial rate $r_0=18.6$ s⁻¹, so $\tau=1/r_0=53.8$ ms. The initial standard deviation of the rates is 0.43 of their mean.

| $t/\tau$ | $S$ | $r$ (s⁻¹) | $e^{-t/\tau}$ |
|---|---|---|---|
| 1 | 0.399 | 15.8 | 0.368 |
| 2 | 0.180 | 14.0 | 0.135 |
| 3 | 0.088 | 12.8 | 0.050 |
| 5 | 0.024 | 11.6 | 0.007 |

**Early times.** Expanding $\ln S$ to second order gives $S\simeq\exp[-r_0t+\tfrac12\mathrm{Var}_0(e)\,t^2]$. At $t=\tau$ this is $\exp(-1+0.431^2/2)=0.404$, close to the full 0.399. The expansion must fail later, because its decay rate would eventually become negative.

**Late times.** The survivors gather near $x_2$, where $e\simeq e(x_2)+a(x_2-x)$ with $a>0$. Over this narrow layer the weight $x$ is nearly constant, so the excess $u=e-e(x_2)$ is distributed as $e^{-ut}$, whose mean is $1/t$. With a sharp window edge and no recapture, therefore, $r\to e(x_2)+1/t$. This limit lies beyond a practical record: at $5\tau$ only 2.4 % of the signal remains, yet $r$ is still a third above the slowest rate.

**Weak enhancement.** If $\gamma\ll1$ throughout the window, $e\simeq e_0(1+\gamma/3)$ and the relative spread of rates is about one third of the standard deviation of $\gamma$. At fixed fields and window it falls as $1/T$, and the transient approaches an exponential. The example, with $\gamma$ from 1.5 to 3.8, is outside this limit. The limit is also one of equation (9), which takes escape over the barrier top as free of collisions. For small $\gamma$ the top lies far from the centre; once $r_m$ exceeds the mean free path of the hole, escape is diffusive and the field changes the rate less.

## Separating the two causes

Each ingredient can be removed while the other stays. For this purpose the emission was simulated in time with $N_T/N_A=10^{-3}$, on 600 cells across the filled region, and the field was recomputed from the charge at every step, with the window edges held fixed.

**Gradient kept, field dependence removed.** With $e=e_0$ everywhere the normalised transient follows $e^{-e_0t}$ to within $1.4\times10^{-4}$ of its initial value. The remainder comes from the finite trap density. By (10), $W^2=W_\infty^2(1+bs)$, where $s$ is the fraction of holes left and $b$ is twice the initial $|\delta C/C|$, or $7.3\times10^{-4}$. Expanding $C\propto(1+bs)^{-1/2}$ to second order in $b$ and normalising gives $s+\tfrac34bs(1-s)$. The excess is largest at $s=\tfrac12$, where it is $3b/16=1.4\times10^{-4}$.

**Field dependence kept, gradient nearly removed.** Two pulses of slightly different height fill windows that differ only in a thin slice near $x_1$. Subtracting their transients leaves the signal of that slice. The following rates are averages over the first and last thirds of a record lasting three slice lifetimes.

| Reverse bias in the two pulses | Mid-slice field (MV/cm) | Local $e$ | First third | Last third |
|---|---|---|---|---|
| 0 and 0.3 V | 0.0471 | 39.2 | 39.2 | 39.2 |
| 7.0 and 7.5 V | 0.0154 | 12.7 | 12.7 | 12.7 |

Rates are in s⁻¹. Each slice decays as a nearly perfect exponential at its own rate. The full transient, simulated for $3\tau$, slows from 17.1 to 13.3 s⁻¹ between the same thirds. The curvature therefore comes from adding slices, not from any slice.

## The appearance of two levels

Least-squares fits to $S$ were made at 201 equally spaced times from 0 to $5\tau$, with free amplitudes. One exponential gives 15.7 s⁻¹ and leaves an rms misfit of $1.1\times10^{-2}$ of the initial signal. Two exponentials give 11.8 and 26.5 s⁻¹, with amplitudes 0.55 and 0.45, and reduce the misfit to $2\times10^{-4}$. With this number of points, independent random noise ten times this last figure would usually hide the misfit of the two-exponential fit, though not that of the single exponential.

If the two rates were assigned to two levels with equal cross-sections, (7) would place them $kT\ln(26.5/11.8)\simeq10$ meV apart. In this model neither exists as a separate level. At 5 V reverse bias, with the pulse, doping and temperature unchanged and the record again five initial lifetimes long, the fitted rates become 10.7 and 19.0 s⁻¹. They move because the range of fields has changed.

If $N_T/N_A$ is small and the trap density uniform, such movement points to emission that depends on field; it does not prove that there is one level, since two field-sensitive levels would also move. A thin slice is more decisive: one level gives one exponential there, while two levels give two, provided their rates differ enough to be resolved. Conversely, curvature alone does not prove field enhancement. Several levels also make the decay slow down with time, and a large $N_T/N_A$ by itself makes the transient nonexponential. So does recapture from the hole tail at $x_2$, discussed below: even with $e=e_0$ everywhere it moves the normalised transient of this junction about $5\times10^{-3}$ away from $e^{-e_0t}$, and more at lower reverse bias.

## Weighing what was left out

**Direction of escape.** If holes escaped solely along the force, the rate would be $e_0e^\gamma$ and the ratio between $x_1$ and $x_2$ would be 9.8 instead of 4.7. Of the effects sized here this choice matters most. It changes how strongly the transient bends, not whether it bends.

**Tunnelling through the barrier top.** Along the force, $U''(r_m)=-2qF/r_m$, so near its top the barrier is an inverted parabola with $\omega=\sqrt{2qF/(mr_m)}$. A hole at energy $E$ relative to the top is transmitted with probability $1/(1+e^{-2\pi E/\hbar\omega})$. Let $z=E/kT$ and $w=\hbar\omega/2kT$. Classical passage contributes $\int_0^\infty e^{-z}dz=1$, so the enhancement is

$$\int_{-\infty}^{\infty}\frac{e^{-z}\,dz}{1+e^{-\pi z/w}}
=\frac w\pi\int_0^\infty\frac{y^{w/\pi-1}}{1+y}dy=\frac{w}{\sin w},\qquad w<\pi,$$

with $y=e^{-\pi z/w}$. At $x_1$ this parabolic estimate is 1.27 for a light hole ($0.16\,m_0$) and 1.08 for a heavy one ($0.49\,m_0$); at $x_2$ it is 1.01 for the light hole. Applying the light-hole factor to the whole forward hemisphere raises $r_0$ by 11 %, to 20.6 s⁻¹, and the relative spread from 0.43 to 0.50. This overstates the effect, because the factor is smaller in directions oblique to the force, but tunnelling does add to the curvature. Tunnelling assisted by lattice vibrations at energies well below the top is not included.

**Trap density.** As traps empty, their charge changes the field at the others; in addition, $C$ is not exactly linear in the trapped charge, as the first control showed. In the simulation $S$ departs from (1) by at most $1.9\times10^{-4}$ of the initial signal for $N_T/N_A=10^{-3}$ and by $1.9\times10^{-3}$ for $10^{-2}$, in proportion to the trap density. In a real junction $x_2$ also moves with $W$ as the traps empty, which can add a correction of similar size.

**Window edges.** At $x_2$ the hole density changes by a factor of 2.7 over about $kT/qF=17$ nm, or 0.65 % of the window. Recapture from this hole tail makes the traps close to $x_2$ relax faster than by emission alone. Equation (1) leaves this out and takes both window edges as sharp, so for a real junction its late-time limit $e(x_2)$ is only approximate. With the window completely filled at the start, recapture lowers the tabulated values of $S$ by about 0.002 to 0.005 if capture is enhanced by the field in balance with emission, and by about 0.001 to 0.004 if it keeps the rate $\sigma vp$. The edge at $x_1$ is more delicate, because capture is slow at the level crossing. During the pulse the field there is $qN_A\lambda/\varepsilon$, the same as at $x_2$ afterwards, so the emission rate is about 8.7 s⁻¹. In equilibrium half the traps are filled there, which requires an equal capture rate, and reaching that equilibrium needs a pulse much longer than $1/(2\times8.7)\simeq0.06$ s. A 1 ms pulse fills traps where $\sigma vp$ exceeds about $10^3$ s⁻¹. In neutral material this rate is $8.5\times10^6$ s⁻¹, so the band bending may reach $kT\ln(8.5\times10^3)\simeq117$ meV, instead of $E_T-E_F=187$ meV. The filled region then ends at $\lambda\sqrt{117/187}\simeq390$ nm from the pulse edge, and $x_1$ moves away from the junction by about 100 nm. This removes some of the fastest traps.

## The real case

Zinc suits the model because its neutral state emits a hole and leaves a negative centre. Its second acceptor level, taken roughly as 0.6 eV above the valence band with the same cross-section, has a zero-field rate of $4\times10^{-10}$ s⁻¹ and is frozen during the transient. The doping is reasonable for a test diode, and the junction field is about a fifth of a rough breakdown field of 0.3 MV/cm. At 150 K about 98 % of boron acceptors in the neutral region are ionised, taking their depth as roughly 0.045 eV, so $p\simeq N_A$ is adequate. The cross-section is uncertain, but it mainly sets the time scale: at a fixed window, $S$ as a function of $e_0t$ does not depend on it. The trap level matters as much for the time scale: an error of 30 meV in $E_T$ changes $e_0$ by a factor of ten. A real measurement also departs from constant temperature. Near 150 K, $e_0$ changes by 18 % per kelvin, so a drift of one kelvin during the record would be comparable with the fall of $r$ in the first $\tau$, which is 15 %. Temperature must be held much more steadily than that before curvature is attributed to the field.
